\section*{Elastic Interaction of a Dilatational Impurity with an Edge Dislocation}

\section{Result and conventions}

A straight edge dislocation lies along the $z$ axis of an isotropic, linear elastic solid with shear modulus $\mu$, Poisson ratio $\nu$ and bulk modulus $K$. An impurity at polar coordinates $(r,\theta)$ pushes equally in all directions and changes the volume of a traction-free body by $\Delta V$. To first order in the impurity's strength and in the dislocation's strain, their interaction energy outside the core is
\begin{equation}
E(r,\theta)=A\,\frac{\sin\theta}{r},\qquad
A=\frac{\mu b(1+\nu)\,\Delta V}{3\pi(1-\nu)} .
\label{result}
\end{equation}

The extra half-plane occupies $y>0$. The Burgers magnitude $b>0$ is the jump $u_x(\theta=\pi)-u_x(\theta=-\pi)$ across the negative $x$ axis. The material above the glide plane $y=0$ is then compressed and that below is stretched, as (\ref{dil}) will show. An oversized impurity has $\Delta V>0$, hence $A>0$, and its energy is negative below the plane. At fixed angle the energy decays as $1/r$. The zero of energy is infinite separation.

\section{Energy of a force dipole in a strained solid}

Represent the impurity by the force density $\mathbf f$ that it exerts on the host, with zero net force and zero net torque. At first order $\mathbf f$ is not altered by the dislocation. Let $\mathbf u_D$ and $\mathbf u_I$ be the displacements caused separately by dislocation and impurity. The total energy is the elastic energy of the combined strain minus $\int\mathbf f\cdot(\mathbf u_D+\mathbf u_I)\,dV$. The elastic energy contains the cross term
\begin{equation}
\int\sigma^D_{ij}\,\partial_j u^I_i\,dV
=\oint u^I_i\sigma^D_{ij}n_j\,dS-\int u^I_i\,\partial_j\sigma^D_{ij}\,dV .
\label{cross}
\end{equation}
The last integral vanishes because the dislocation stress is in equilibrium without body forces. The surface integral has three parts.
\begin{itemize}
\item On the two faces of the cut, $\mathbf u_I$ is continuous and the tractions are opposite, so the contributions cancel.
\item On a narrow tube around the line, the integral tends to $\mathbf u_I$ times the net force on the line, which is zero.
\item On a distant surface of size $R$, $\sigma^D\sim1/R$, $u^I\sim1/R^2$ and the area grows as $R^2$, so the integral falls as $1/R$.
\end{itemize}
The elastic cross term is therefore zero. The self-energies do not depend on the separation in an infinite solid, and what remains is
\begin{equation}
E=-\int \mathbf f\cdot\mathbf u_D\,dV .
\label{work}
\end{equation}
There is no factor $1/2$, since $\mathbf u_D$ is not produced by $\mathbf f$.

Expand $\mathbf u_D$ about the impurity, with $\mathbf x$ measured from it. The constant term drops out because the net force is zero. The linear term gives
\begin{equation}
E=-P_{ij}\varepsilon^D_{ij},\qquad P_{ij}=\int x_j f_i\,dV .
\label{dipole}
\end{equation}
Zero torque makes $P_{ij}$ symmetric, so the strain $\varepsilon^D_{ij}$ enters and the rotation does not. For a purely dilatational impurity $P_{ij}=P\delta_{ij}$, and with $\Delta=\varepsilon^D_{kk}$,
\begin{equation}
E=-P\Delta .
\label{pd}
\end{equation}

\section{Two impurity volumes}

To express $P$ by a volume, consider the impurity alone in a finite traction-free body. Equilibrium reads $\partial_k\sigma_{ik}=-f_i$. Since $\partial_kx_j=\delta_{jk}$,
\begin{align}
\int\sigma_{ij}\,dV&=\int\sigma_{ik}\,\partial_kx_j\,dV\nonumber\\
&=\oint x_j\sigma_{ik}n_k\,dS-\int x_j\,\partial_k\sigma_{ik}\,dV=P_{ij}.
\label{mean}
\end{align}
The trace of the left side is $3K\Delta V$ and that of the right side is $3P$. Thus
\begin{equation}
P=K\,\Delta V .
\label{pv}
\end{equation}

In an infinite solid a different volume $\delta v$ is pushed out through a surface around the impurity. The source is $\mathbf f=-P\nabla\delta(\mathbf x)$; an integration by parts confirms that it has $P_{ij}=P\delta_{ij}$. The displacement is radial and free of curl, so equilibrium becomes
\begin{equation}
(K+\tfrac43\mu)\nabla(\nabla\cdot\mathbf u)=P\,\nabla\delta(\mathbf x).
\end{equation}
Integrating with $\nabla\cdot\mathbf u\to0$ at infinity gives $\nabla\cdot\mathbf u=P\delta(\mathbf x)/(K+\frac43\mu)$, whose volume integral is $\delta v$. With $\mu/K=3(1-2\nu)/[2(1+\nu)]$,
\begin{equation}
\frac{\delta v}{\Delta V}=\frac{K}{K+\frac43\mu}
=\frac{1}{1+\frac{2(1-2\nu)}{1+\nu}}=\frac{1+\nu}{3(1-\nu)} .
\label{volumes}
\end{equation}
The rest of $\Delta V$ comes from the free surface, which relaxes outward however distant it is. A volume inferred from the lattice expansion of a free crystal is $\Delta V$, not $\delta v$.

\section{Dilatation around the edge dislocation}

The dislocation displacement is independent of $z$ and has $u_z=0$. Define $\omega=\frac12(\partial_xu_y-\partial_yu_x)$ and $\lambda=K-\frac23\mu$. The equilibrium equation $(\lambda+2\mu)\nabla\Delta-\mu\nabla\times(\nabla\times\mathbf u)=0$ has the components
\begin{equation}
(\lambda+2\mu)\partial_x\Delta=2\mu\,\partial_y\omega,\qquad
(\lambda+2\mu)\partial_y\Delta=-2\mu\,\partial_x\omega .
\end{equation}
These are the Cauchy--Riemann equations for
\begin{equation}
f(\zeta)=(\lambda+2\mu)\Delta+2i\mu\omega,\qquad \zeta=x+iy .
\end{equation}
A straight dislocation in a continuum has no length other than $b$, and its strain is proportional to $b$. The strain therefore scales as $1/r$. A single-valued analytic function with this scaling is $f=c/\zeta$.

To find $c$, set $U=u_x+iu_y$. From $\partial_\zeta=\frac12(\partial_x-i\partial_y)$,
\begin{equation}
\partial_\zeta U=\tfrac12(\Delta+2i\omega)=\alpha f-\beta\bar f .
\end{equation}
Substitution of $\Delta=(f+\bar f)/[2(\lambda+2\mu)]$ and $2i\omega=(f-\bar f)/(2\mu)$ yields
\begin{equation}
\alpha=\frac{\lambda+3\mu}{4\mu(\lambda+2\mu)},\qquad
\beta=\frac{\lambda+\mu}{4\mu(\lambda+2\mu)} .
\end{equation}
Integrate over $\zeta$ at fixed $\bar\zeta$. The free function of $\bar\zeta$ must also have a derivative scaling as $1/r$, so
\begin{equation}
U=\alpha c\ln\zeta-\beta\bar c\,\frac{\zeta}{\bar\zeta}+d\ln\bar\zeta .
\label{U}
\end{equation}

Two conditions fix $c$ and $d$. The first is zero net force on the line. On a circle with outward normal $e^{i\theta}$, the traction $t=t_x+it_y$ is
\begin{equation}
t=(\lambda+\mu)\Delta\,e^{i\theta}+2\mu\,(\partial_{\bar\zeta}U)\,e^{-i\theta},
\end{equation}
because $\sigma_{xx}+\sigma_{yy}=2(\lambda+\mu)\Delta$ and $\sigma_{xx}-\sigma_{yy}+2i\sigma_{xy}=4\mu\,\partial_{\bar\zeta}U$. Equation (\ref{U}) gives
\begin{equation}
\partial_{\bar\zeta}U=\frac1r\left(\beta\bar c\,e^{3i\theta}+d\,e^{i\theta}\right).
\label{shear}
\end{equation}
In the integral of $t\,r\,d\theta$ the terms in $e^{2i\theta}$ vanish, leaving
\begin{equation}
\pi c\,\frac{\lambda+\mu}{\lambda+2\mu}+4\pi\mu d=0
\quad\Rightarrow\quad d=-\beta c .
\end{equation}
The second condition is the Burgers jump. In one anticlockwise turn $\ln\zeta$ gains $2\pi i$ and $\ln\bar\zeta$ loses it, so
\begin{equation}
b=2\pi i(\alpha c-d)=2\pi i(\alpha+\beta)c=\frac{\pi i c}{\mu}
\quad\Rightarrow\quad c=-\frac{i\mu b}{\pi},
\end{equation}
where $\alpha+\beta=1/(2\mu)$. Since $\mathrm{Re}(-i/\zeta)=-y/r^2$ and $\mu/(\lambda+2\mu)=(1-2\nu)/[2(1-\nu)]$,
\begin{equation}
\Delta=\frac{\mathrm{Re}f}{\lambda+2\mu}
=-\frac{b(1-2\nu)}{2\pi(1-\nu)}\,\frac{\sin\theta}{r} .
\label{dil}
\end{equation}
The dilatation is negative beside the extra half-plane and positive below its edge.

\section{Interaction energy and its meaning}

Insert (\ref{pv}) and (\ref{dil}) into (\ref{pd}) and use $K(1-2\nu)=\frac23\mu(1+\nu)$:
\begin{align}
E&=K\Delta V\,\frac{b(1-2\nu)}{2\pi(1-\nu)}\frac{\sin\theta}{r}\nonumber\\
&=\frac{\mu b(1+\nu)\Delta V}{3\pi(1-\nu)}\frac{\sin\theta}{r}.
\end{align}
This is (\ref{result}). The dislocation's pressure is $p=-\sigma_{kk}/3=-K\Delta$, so the result is also $E=p\,\Delta V$. An oversized atom lowers the energy where the pressure is negative, because its expansion does work with the tension. An undersized atom has $\Delta V<0$ and is attracted to the compressed side.

With (\ref{volumes}) the Poisson ratio disappears from the prefactor:
\begin{equation}
E=\frac{\mu b\,\delta v}{\pi}\,\frac{\sin\theta}{r}.
\label{compact}
\end{equation}
If the impurity displaces a spherical surface of radius $a$ outward by $\eta a$ in an infinite host, with $\eta\ll1$, then $\delta v=4\pi a^3\eta$ and $A=4\mu b\eta a^3$. Putting this $4\pi a^3\eta$ in place of $\Delta V$ in (\ref{result}) would wrongly multiply the energy by $(1+\nu)/[3(1-\nu)]$.

The incompressible limit $\nu\to1/2$ at fixed $\mu$ and $\Delta V$ is finite. The dilatation vanishes, but $K$ diverges and the pressure stays finite; the two volumes coincide and $A\to\mu b\Delta V/\pi$. At fixed $P$, by contrast, $\Delta V=P/K$ vanishes and so does the interaction.

A straight screw dislocation has only $u_z(x,y)$ in this isotropic theory, so its dilatation is zero. For a mixed dislocation, $b$ in (\ref{result}) is the edge component.

\section{The same energy from the opposite order of assembly}

The sign and factor can be derived without the dislocation field. Place the impurity at $(x_0,y_0,0)$ first, then cut the half-plane $y=0$, $x<0$ and shift its upper face by $b$ relative to the lower. The upper face has outward normal $-\hat{\mathbf y}$, so the traction that holds it is $-\sigma^I_{xy}$ along $x$. The impurity stress is constant during the slip, and the work done against it is
\begin{equation}
E=-b\int_{-\infty}^{0}dx\int_{-\infty}^{\infty}dz\,\sigma^I_{xy}.
\end{equation}
In the infinite host $\mathbf u_I=\delta v\,\mathbf R/(4\pi R^3)$, with $\mathbf R$ measured from the impurity. Hence $\sigma^I_{xy}=-3\mu\,\delta v\,R_xR_y/(2\pi R^5)$. On the cut $R_x=x-x_0$ and $R_y=-y_0$. Let $\rho^2=(x-x_0)^2+y_0^2$. The substitution $z=\rho\tan\phi$ gives
\begin{equation}
\int_{-\infty}^{\infty}\frac{dz}{(\rho^2+z^2)^{5/2}}
=\frac1{\rho^4}\int_{-\pi/2}^{\pi/2}\cos^3\phi\,d\phi=\frac{4}{3\rho^4}.
\end{equation}
For $y_0\ne0$,
\begin{align}
E&=-\frac{2\mu b\,\delta v\,y_0}{\pi}
\int_{-\infty}^{0}\frac{x-x_0}{\rho^4}\,dx\nonumber\\
&=-\frac{2\mu b\,\delta v\,y_0}{\pi}
\left[-\frac1{2\rho^2}\right]_{-\infty}^{0}
=\frac{\mu b\,\delta v\,y_0}{\pi(x_0^2+y_0^2)} .
\end{align}
This agrees with (\ref{compact}). It also shows the origin of the $1/r$ law: the impurity stress falls as $1/R^3$, and the cut integrates it over two dimensions.

\section{Force and capture region}

The force on the impurity, $\mathbf F=-\nabla E$, has components
\begin{equation}
F_r=\frac{A\sin\theta}{r^2},\qquad F_\theta=-\frac{A\cos\theta}{r^2},
\qquad |\mathbf F|=\frac{|A|}{r^2}.
\end{equation}
Its magnitude does not depend on angle. Straight below the line an oversized atom is pulled towards the core. On the glide plane its energy is zero but its force is not: it is driven perpendicular to the plane, towards the tensile side.

For $A>0$, the contour $E=-E_0$ with $E_0>0$ obeys $Ay=-E_0(x^2+y^2)$, or
\begin{equation}
x^2+\left(y+\frac{A}{2E_0}\right)^2=\left(\frac{A}{2E_0}\right)^2 .
\end{equation}
It is a circle through the line, tangent to the glide plane. Setting $E_0=kT$ gives a capture region of diameter $A/kT$, inside which the attraction exceeds the thermal energy.

\section{Oxygen near a dislocation in silicon}

Interstitial oxygen expands silicon and is therefore oversized. Take the rough elastic constants $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa, a rough relaxation volume $\Delta V=0.013$ nm$^3$, $b=0.384$ nm and an anneal at 1200 K. The isotropic constants are
\begin{align}
K&=\frac{166+2(64)}3=98.0\ \mathrm{GPa},\nonumber\\
\mu&=\frac{166-64+3(80)}5=68.4\ \mathrm{GPa},\\
\nu&=\frac{3K-2\mu}{2(3K+\mu)}=0.217.\nonumber
\end{align}
Equation (\ref{volumes}) gives $\delta v=0.0130(1.217)/[3(0.783)]=0.0067$ nm$^3$, about half of $\Delta V$.

At 1 nm below the line, (\ref{dil}) gives
\begin{equation}
\Delta=\frac{0.384(1-0.434)}{2\pi(0.783)(1)}=0.044 .
\end{equation}
The dipole strength is $P=K\Delta V=7.95$ eV, so $E=-7.95(0.0442)=-0.35$ eV and $A=0.35$ eV nm, or 0.24 hartree bohr. The energy is $-0.070$ eV at 5 nm and $-0.035$ eV at 10 nm, in accordance with $1/r$. Numerical quadrature of the cut work at 1 nm below the line also gives $-0.351$ eV.

At 1200 K, $kT=0.103$ eV, and the capture circle has diameter $0.351/0.103=3.4$ nm. The dilute Boltzmann enrichment 1 nm below the line is $\exp(0.351/0.1034)\simeq30$. For $10^{18}$ oxygen atoms and $10^{23}$ bond sites per cm$^3$, the local site occupancy is $30\times10^{-5}=3\times10^{-4}$, so site filling is negligible there.

\subsection{Size of the neglected effects}

Several corrections are modest at 1 nm straight below the line.
\begin{itemize}
\item Cubic elastic anisotropy, for $\mathbf b$ along $[110]$ and glide-plane normal $[001]$, changes $-0.351$ to $-0.348$ eV. This is the Lomer edge geometry; ordinary glide in silicon is on $\{111\}$, where a $60^\circ$ line changes similarly little straight below, from $-0.304$ to $-0.301$ eV. The following angular values refer to the Lomer geometry. The effect depends on angle: at 1 nm from the line in a direction $30^\circ$ below the glide plane, the energy changes from $-0.176$ to $-0.135$ eV.
\item Replacing the point dipole by force pairs along $x$, $y$ and $z$, with arms of 0.16 nm, shifts the energy by $-0.005$ eV. Turning the pairs by $45^\circ$ about the $z$ axis reverses the sign of this shift.
\item The dislocation's strain-energy density times one silicon atomic volume, 0.020 nm$^3$, sets a scale of $-0.015$ eV for a soft site. This term is second order in strain and falls as $1/r^2$.
\end{itemize}
Nonlinearity is larger. The pressure is $-4.3$ GPa; with an assumed $dK/dp=4$, the bulk modulus changes by $4(4.3)/98$, about 18 percent. An assumed modulus loss of $10^{-4}$ per K between 300 and 1200 K lowers $A$ by 9 percent at fixed $\nu$ and $\Delta V$. This alone would reduce the enrichment from 30 to about 22, since the energy stands in an exponent.

The assumption of a purely dilatational dipole may matter more still for oxygen. The atom sits between two silicon atoms, and its instantaneous dipole need not be isotropic. As a simple model, let the whole dipole point along the bond: $P_{ij}=3Pn_in_j$. Its traceless part has the axial component $2P=15.9$ eV. Stress-induced alignment experiments on interstitial oxygen are reported to give about 15 eV for this component, so the model is probably close to real oxygen rather than an extreme. In axes $x\parallel[110]$, $y\parallel[001]$, $z\parallel[1\bar10]$, the bond directions are $(\sqrt2,\pm1,0)/\sqrt3$ and $(0,1,\pm\sqrt2)/\sqrt3$. Their equal average restores $P\delta_{ij}$. Equal occupation, however, requires energy differences small compared with $kT$.

On the glide plane at $x>0$, (\ref{shear}) gives $\varepsilon_{xy}=b/[4\pi(1-\nu)x]$, while $\varepsilon_{xx}=\varepsilon_{yy}=0$. Two bond directions have energies $\mp s$, with $s=2\sqrt2\,P\varepsilon_{xy}$, and two have zero energy. The free energy relative to an unstrained site is
\begin{align}
F&=-kT\ln\left[\frac{2+2\cosh(s/kT)}4\right]\nonumber\\
&=-2kT\ln\cosh\left(\frac{s}{2kT}\right).
\label{orientation}
\end{align}
At 1 nm, $s=0.88$ eV and $F=-0.73$ eV, where the dilatational model gives zero. This exceeds the dilatational attraction straight below the line. There the uniaxial free energy is $-0.46$ eV at 1 nm and $-0.13$ eV at 3 nm, against $-0.35$ and $-0.12$ eV. For $s\ll kT$, (\ref{orientation}) becomes $-s^2/(4kT)$, which falls as $1/r^2$, so the dilatational $1/r$ term prevails at large distance away from the glide plane. The approach is slow: at 10 nm the free energy is still 1.5 times the dilatational value $30^\circ$ below the plane and 4 times it $10^\circ$ below, while $10^\circ$ above the plane it has the opposite sign. At 10 nm on the plane $F$ is still about $-0.02$ eV. For a strongly directional defect, then, the isotropic formula fails near the core, both in size and in angular pattern. In this model the enrichment at 1 nm is about 85 straight below the line and about 1200 on the plane, where the most favoured bonds are about 5 percent occupied; the enrichment of 30 and the 3.4 nm circle describe the dilatational part alone. These values use isotropic strains and the Lomer geometry. Cubic elasticity changes $-0.73$ to $-0.64$ eV, and other line geometries give other values.

\subsection{Relation to annealed silicon}

The chosen oxygen density is typical of crucible-grown silicon, and the temperature lies in the range of ordinary furnace anneals. At 1200 K this oxygen content exceeds the solubility, so precipitation can compete with dilute segregation; the enrichment above describes dissolved oxygen alone. Many dislocations in silicon are of $60^\circ$ type. Their edge component is $b\sin60^\circ$, which lowers $A$ from 0.35 to 0.30 eV nm at otherwise fixed parameters. Their screw component has no dilatation, but its shear strain does act on a directional dipole. They are also commonly split into partials a few nanometres apart. The single-line field applies only at distances large compared with this splitting, so the values given above for 1 nm and the capture circle of 3.4 nm describe an unsplit line. Implantation often leaves loops, for which the straight-line formula needs $r$ much smaller than the loop radius. At a dislocation density of $10^8$ cm$^{-2}$ the mean spacing is about 1000 nm, where $A/r$ is 0.35 meV, so neighbouring lines matter little at nanometre distances.

Gettering also depends on transport to the line and on chemical binding in the core, neither of which is contained in (\ref{result}). The formula supplies the long-range elastic bias; for oxygen, the directional part of the dipole must be added within some tens of nanometres of the line, above all near the glide plane. The numerical output below lists the inputs and the main results.

\section*{Computed values}
\begin{verbatim}
INPUTS (rough values: oxygen in silicon)
C11, C12, C44 = 166, 64, 80 GPa
Burgers magnitude b = 0.384 nm
relaxation volume DeltaV = 0.0130 nm^3
silicon atomic volume = 0.020 nm^3
temperature = 1200 K; kT = 0.1034 eV
oxygen density = 1.0e+18 cm^-3
bond-site density = 1.0e+23 cm^-3
dislocation density = 1.0e+08 cm^-2
INTERMEDIATE VALUES
bulk modulus K = 98.00 GPa
shear modulus mu = 68.40 GPa
Poisson ratio nu = 0.2169 (no unit)
dipole strength P = 7.952 eV
infinite-medium volume dv = 0.00673 nm^3
finite elements: DeltaV = 0.01300 nm^3
finite elements: dv = 0.00673 nm^3
INTERACTION
strength A = 0.3514 eV nm
strength A = 0.2440 hartree bohr
E below line, r=1 nm: -0.3514 eV
E below line, r=2 nm: -0.1757 eV
E below line, r=3 nm: -0.1171 eV
E below line, r=5 nm: -0.0703 eV
E below line, r=10 nm: -0.0351 eV
E above line, r=1 nm: 0.3514 eV
E at theta=-45 deg, r=1 nm: -0.2485 eV
E on glide plane, r=1 nm: 0.0000 eV
cut-work E below line, r=1 nm: -0.3514 eV
force magnitude at r=1 nm: 0.3514 eV/nm
diameter of contour E=-kT: 3.40 nm
Boltzmann enrichment, 1 nm below: 29.9 (no unit)
NEGLECTED EFFECTS (1 nm below line unless stated)
dilatation = 4.42 percent
pressure = -4.33 GPa
assumed dK/dp = 4.0 (no unit)
nonlinear change of K, size = 17.7 percent
modulus-change energy, size = -0.0147 eV
anisotropic elasticity: E = -0.3475 eV
anisotropic minimum at r=1 nm: -0.3475 eV
its angle from straight below = 0 deg
uniaxial bond energies: -0.5271 to -0.1757 eV
uniaxial free energy, r=1 nm: -0.4588 eV
uniaxial free energy, r=3 nm: -0.1329 eV
uniaxial, glide plane, r=1 nm: -0.7343 eV
assumed force arm = 0.16 nm
finite-size energy shift = -0.0052 eV
assumed softening = 1.0e-04 per K
softening from 300 K = 9.0 percent
oxygen site occupancy = 2.99e-04 (no unit)
dislocation spacing = 1000 nm
energy scale A/spacing = 0.351 meV
\end{verbatim}
